# Electron-number variance of a Coulomb-blockaded island at two gate charges

## The problem

A small normal-metal island is connected to a grounded metal lead by a tunnel junction of capacitance $C_J$. A gate at voltage $V_g$ acts on it through a capacitance $C_g$, across which no electrons pass. Let $N$ be the number of excess electrons on the island, each of charge $-e$, and define

$$C=C_J+C_g,\qquad E_C=\frac{e^2}{2C},\qquad n_g=\frac{C_gV_g}{e},\qquad a=\frac{E_C}{k_BT}.$$

The junction lets the island reach thermal equilibrium with the lead, but is so weak that it does not otherwise alter the energies or states. The island's one-electron levels lie much closer together than $k_BT$, and the metal is not superconducting.

(a) Show that the electrostatic energy depends on $N$ as $E_C(N-n_g)^2$.

(b) Find $\mathrm{Var}\,N=\langle N^2\rangle-\langle N\rangle^2$ for integer $n_g$ as $T\to0$, with the leading correction.

(c) Do the same for half-integer $n_g$.

(d) Relate the variance to the slope of $\langle N\rangle$ against $n_g$. What happens at high temperature?

(e) How precisely must the gate be set for the answer to (c) to apply?

(f) Evaluate the results for $C=1$ fF and $T=100$ mK.

## Hints

1. In (a), the gate voltage is held fixed, not the gate charge. The work done by the gate's voltage source must be subtracted from the field energy.
2. Shifting $n_g$ by an integer can be undone by relabelling $N$, so one integer and one half-integer value suffice.
3. At each of these gate charges the set of energies is symmetric about $n_g$. This gives the mean without a calculation.
4. In (c), use $(m+\tfrac12)^2=m(m+1)+\tfrac14$.
5. In (e), keep the two lowest charge states and find their energy difference.

## Full solution

### (a) The charging energy

Let $\phi$ be the island potential. The island charge is the sum of the charges on its two capacitor plates:

$$-eN=C_J\phi+C_g(\phi-V_g)\quad\Rightarrow\quad \phi=\frac{C_gV_g-eN}{C}.$$

The field energy is $\tfrac12C_J\phi^2+\tfrac12C_g(\phi-V_g)^2$. The source has delivered the charge $C_g(V_g-\phi)$ at voltage $V_g$, and so has done the work $C_gV_g(V_g-\phi)$. Expanding the square and subtracting the work gives

$$E=\tfrac12C\phi^2-C_g\phi V_g+\tfrac12C_gV_g^2-C_gV_g^2+C_gV_g\phi
=\tfrac12C\phi^2-\tfrac12C_gV_g^2 .$$

The terms linear in $\phi$ cancel. Inserting $\phi$,

$$E=\frac{(eN-C_gV_g)^2}{2C}-\tfrac12C_gV_g^2=E_C(N-n_g)^2-\tfrac12C_gV_g^2 .$$

The last term does not depend on $N$ and drops out of all probabilities.

The electrons inside the island also have a free energy $F_{\rm int}(N)$. With dense levels, its linear part is balanced by the chemical potential of the lead, up to a constant shift of the gate origin. If spin-degenerate levels have spacing $d$, two electrons fit into each interval $d$, so each added electron raises the chemical potential by $d/2$. The second derivative of $F_{\rm int}$ is therefore $d/2$, and its quadratic part is $(d/4)N^2$. This changes $E_C$ to $E_C+d/4$, which is negligible here. The charge probabilities are then

$$p_N=\frac{e^{-a(N-n_g)^2}}{Z},\qquad Z=\sum_{N=-\infty}^{\infty}e^{-a(N-n_g)^2}.$$

### (b) Integer gate charge

Take $n_g=0$. The states $N$ and $-N$ are equally likely, so $\langle N\rangle=0$ and

$$\mathrm{Var}\,N=\frac{2\sum_{m\ge1}m^2e^{-am^2}}{1+2\sum_{m\ge1}e^{-am^2}} .$$

For $a\ge1$ and $m\ge1$ we have $e^{-am^2}=e^{-m^2}e^{-(a-1)m^2}\le e^{-m^2}e^{-(a-1)}$. The denominator is at least 1, hence

$$0\le\mathrm{Var}\,N\le 2e^{-(a-1)}\sum_{m\ge1}m^2e^{-m^2}.$$

The remaining sum is a finite constant, so the variance tends to zero as $a\to\infty$. For the leading correction set $q=e^{-a}$. The next terms in both sums are of order $q^4$, so

$$\mathrm{Var}\,N=\frac{2q+O(q^4)}{1+2q+O(q^4)}=2q-4q^2+O(q^3).$$

Thus

$$\boxed{\mathrm{Var}\,N\simeq2e^{-E_C/k_BT}\to0\qquad(n_g\ \text{integer})}$$

The factor 2 counts the two neighbouring charge states, one electron more and one fewer. Each costs $E_C$ and contributes a squared deviation of 1.

### (c) Half-integer gate charge

Take $n_g=\tfrac12$. The deviations $N-\tfrac12$ are $\pm(m+\tfrac12)$ with $m=0,1,2,\dots$, and the two signs have equal weight. Therefore $\langle N\rangle=\tfrac12$. The factor 2 from the signs cancels between numerator and denominator:

$$\mathrm{Var}\,N=\frac{\sum_{m\ge0}(m+\frac12)^2e^{-a(m+1/2)^2}}{\sum_{m\ge0}e^{-a(m+1/2)^2}} .$$

Now use Hint 4. The common factor $e^{-a/4}$ also cancels, and the constant $\tfrac14$ in the squared deviation comes out of the average:

$$\mathrm{Var}\,N-\frac14=\frac{\sum_{m\ge0}m(m+1)e^{-am(m+1)}}{\sum_{m\ge0}e^{-am(m+1)}} .$$

The $m=0$ term vanishes in the numerator and equals 1 in the denominator. For $m\ge1$, $m(m+1)\ge2$, so for $a\ge1$ the right side is at most $e^{-2(a-1)}\sum_{m\ge1}m(m+1)e^{-m(m+1)}$. It vanishes as $a\to\infty$. Its first term, $m=1$, gives

$$\boxed{\mathrm{Var}\,N=\tfrac14+2e^{-2E_C/k_BT}+O(e^{-4E_C/k_BT})\to\tfrac14\qquad(n_g\ \text{half-integer})}$$

At low temperature, two charge states remain, each with probability $\tfrac12$. Both lie at distance $\tfrac12$ from the mean, which gives $(\tfrac12)^2$. Cooling does not remove this fluctuation because the two states have the same energy. The next pair lies higher by $(\tfrac94-\tfrac14)E_C=2E_C$, which explains the exponent of the correction.

### (d) Staircase slope and high temperature

Differentiating $\ln p_N=-a(N-n_g)^2-\ln Z$ with respect to $n_g$ gives $2a(N-n_g)$ from the first term. The second gives $-2a(\langle N\rangle-n_g)$. Hence

$$\frac{\partial p_N}{\partial n_g}=2a\,p_N(N-\langle N\rangle),\qquad
\frac{\partial\langle N\rangle}{\partial n_g}=2a\sum_NN(N-\langle N\rangle)p_N=2a\,\mathrm{Var}\,N .$$

The curve $\langle N\rangle(n_g)$ is a staircase at low temperature. On a plateau, at integer $n_g$, its slope tends to zero. Halfway up a step the slope tends to $a/2$ and grows as $1/T$, although the variance there stays finite.

In the opposite limit, $a\ll1$, the weights change little from one $N$ to the next, and the sums become Gaussian integrals. The variance is then $1/(2a)=k_BT/(2E_C)$ at every gate charge, and the slope is 1. The discreteness of charge is no longer visible.

### (e) Setting the gate

Let $n_g=\tfrac12+\delta$ with $|\delta|<\tfrac12$. The two lowest states are $N=0$ and $N=1$, with energy difference

$$E_1-E_0=E_C\left[(\tfrac12-\delta)^2-(\tfrac12+\delta)^2\right]=-2E_C\delta .$$

The weight of the third state relative to the less favoured of these two is $e^{-2a(1-2|\delta|)}$, so it can be neglected when $a(1-2|\delta|)\gg1$, but not close to an integer gate charge, where (b) applies. With other states neglected, $p_1=1/(1+e^{-2a\delta})$. Since $N$ is then 0 or 1, $\langle N^2\rangle=\langle N\rangle=p_1$ and

$$\mathrm{Var}\,N=p_1(1-p_1)=\frac{1}{(e^{a\delta}+e^{-a\delta})^2}=\frac{1}{4\cosh^2(a\delta)} .$$

The value $\tfrac14$ therefore requires $|\delta|\ll1/a=k_BT/E_C$. The order of limits matters. If $\delta=0$ is set first, cooling leads to $\tfrac14$. At any fixed offset $0<|\delta|<\tfrac12$, cooling leads to zero, because one of the two states is eventually favoured.

### (f) Numbers

A capacitance of 1 fF gives $E_C=80.1\ \mu$eV, or $E_C/k_B=0.930$ K. At 100 mK, $k_BT=8.62\ \mu$eV and

$$a=\frac{0.9296}{0.100}=9.296 .$$

At integer gate charge, $2e^{-a}=1.8\times10^{-4}$. The full sum agrees to these digits. At half-integer gate charge the excess over $\tfrac14$ is $2e^{-2a}=1.7\times10^{-8}$. The staircase slopes are $2\times9.296\times0.25=4.65$ on the step and $3.4\times10^{-3}$ on the plateau.

The full sums at other temperatures, with $C$ fixed, are:

| $T$ (mK) | integer $n_g$ | half-integer $n_g$ |
|---|---|---|
| 50 | $1.7\times10^{-8}$ | 0.2500 |
| 100 | $1.8\times10^{-4}$ | 0.2500 |
| 200 | 0.0188 | 0.2502 |
| 500 | 0.241 | 0.297 |

The half-integer value settles much earlier on cooling, as the exponent $2a$ against $a$ requires. At 500 mK, $a=1.86$ and the high-temperature formula gives $1/(2a)=0.27$. Each of the two variances differs from it by only about 10 %, so the contrast between the gate charges is much weaker than at 100 mK.

For the gate, $1/a=0.108$ at 100 mK. An offset $\delta=0.01$ reduces the half-integer variance to 0.248. With the same offset it falls to 0.203 at 20 mK and to 0.023 at 5 mK. Colder operation thus demands a more accurate gate.

## Variation 1: an island with few levels

**Question.** Suppose that $k_BT\ll d$, while still $k_BT\ll E_C$. For $N=0$ all occupied levels are full. For $N=1$ one electron occupies the next level, with either spin. The gate is tuned so that the two charge states have equal energy. What is the variance?

**Solution.** There is one state with $N=0$ but there are two with $N=1$. Equal energies now give $p_0=\tfrac13$ and $p_1=\tfrac23$, so

$$\mathrm{Var}\,N=\tfrac13\cdot\tfrac23=\tfrac29 .$$

The value $\tfrac14$ in (c) thus needs equal total weights, not merely equal energies. It can be restored by moving the gate. The weights are equal when $2e^{-(E_1-E_0)/k_BT}=1$, that is, when $-2E_C\delta=k_BT\ln2$, or $\delta=-\ln2/(2a)$. Here $\delta$ is measured from the point of equal energy. This shift vanishes as $T\to0$, but the variance at the equal-energy point itself stays at $\tfrac29$.

A count over all occupations of equally spaced, spin-degenerate levels, with $E_C=10k_BT$, shows both regimes. For $k_BT=d/50$ it gives 0.2222. For $k_BT=5d$ it gives 0.2498, close to $\tfrac14$. The small remaining deficit comes from the quadratic level energy found in (a). In this model it separates the two charge states by $d/4=0.05\,k_BT$, and $1/(4\cosh^20.025)=0.2498$.

For a metal island of $1000\times100\times30$ nm with a free-electron density of $10^{29}$ m$^{-3}$, the number of conduction electrons is $N_e=3\times10^8$ and the Fermi energy is $E_F=7.86$ eV. Since the number of free-electron states below energy $E$ grows as $E^{3/2}$, the density of states at $E_F$ is $3N_e/(2E_F)$, including spin. The mean level spacing is

$$d=\frac{2}{3N_e/(2E_F)}=\frac{4E_F}{3N_e}=35\ \text{neV}=0.004\,k_BT$$

at 100 mK. The dense-level assumption holds well. The change of $a$ is $d/(4k_BT)=0.001$, which lowers the integer-gate thermal variance by about 0.1 % of itself.

## Variation 2: a junction of finite resistance

**Question.** Tunnelling also mixes charge states quantum mechanically. Estimate the variance this adds for a junction resistance $R_T=1$ M$\Omega$.

**Solution.** Let a tunnelling amplitude $t$ connect each lead level to each island level of the same spin. Start from filled Fermi seas and a definite $N$. Moving one electron across the junction creates an electron of energy $x$ and a hole of energy $y$, both positive and measured from the Fermi level, and costs a charging energy $E$. First-order perturbation theory gives this state the amplitude $-t/(x+y+E)$. Summing the squared amplitudes gives the probability of the neighbouring charge state,

$$P(E)=\alpha\iint\frac{dx\,dy}{(x+y+E)^2},$$

where $\alpha$ is $|t|^2$ times the densities of states of lead and island, summed over spin. At fixed $\omega=x+y$, $x$ runs from 0 to $\omega$, which supplies a factor $\omega$. With a cutoff $D$ on the pair energy,

$$P(E)=\alpha\int_0^D\left[\frac1{\omega+E}-\frac{E}{(\omega+E)^2}\right]d\omega
=\alpha\left[\ln\frac{D+E}{E}-\frac{D}{D+E}\right].$$

The resistance fixes $\alpha$. With charging effects absent and a small bias $V$, the golden rule gives the rate $(2\pi/\hbar)\,\alpha\,eV$ and hence the current $(2\pi e^2/\hbar)\,\alpha V=V/R_T$. With $R_K=h/e^2=25.8$ k$\Omega$,

$$\alpha=\frac{\hbar}{2\pi e^2R_T}=\frac{R_K}{4\pi^2R_T}=6.5\times10^{-4}.$$

At integer gate charge, $N=\pm1$ each acquire the probability $P(E_C)$, so the added variance is $2P(E_C)$. For $D=1$ eV the logarithm is 9.43, the second term is nearly 1, and

$$2P(E_C)=2\times6.54\times10^{-4}\times8.43=0.011 .$$

For $D=10$ eV the result is 0.014. The cutoff, a rough measure of the electronic bandwidth, enters through a logarithm. This holds for the model, in which $t$ does not depend on energy and every level belongs wholly to the island or to the lead. In a barrier of finite thickness the wave functions extend into the barrier, and the equal-time variance depends on where the island is taken to end. It can then be much larger than this estimate. These values are about 60 and 76 times the thermal variance at 100 mK. In this model, the equal-time variance at integer gate charge is therefore set by tunnelling and not by temperature. The staircase slope behaves differently, as shown at the end.

At half-integer gate charge, the particle-hole symmetry of this model keeps $\langle N\rangle=\tfrac12$. Transitions between $N=0$ and $N=1$ leave $(N-\tfrac12)^2=\tfrac14$ unchanged. The outer states $N=-1$ and $N=2$ cost $2E_C$ and have $(N-\tfrac12)^2=\tfrac94$, an increase of 2. To leading order the added variance is $2P(2E_C)$, or 0.010 to 0.013 for the two cutoffs. This is 4 to 5 % of $\tfrac14$.

The perturbation sums were tested on a small spinless system by full diagonalization, with $E_C=1$, $t=0.005$ and $k_BT=0.02$ in a common energy unit. The lead had levels at $\pm0.5$ and $\pm1.5$. With the same levels on the island and integer gate charge, the variance was $2.6735\times10^{-5}$, against $2.6736\times10^{-5}$ from second order. With island levels at $-1,0,1$ and half-integer gate charge, the excess over $\tfrac14$ was $6.549\times10^{-6}$, against $6.551\times10^{-6}$.

**Comparison with a real box.** The parameters used here are chosen to illustrate a normal-metal single-electron box with an oxide tunnel junction in a dilution refrigerator. Of the two corrections estimated above, level spacing and tunnelling, tunnelling changes the integer-gate result far more. Within the constant-$t$ model the added variance scales as $1/R_T$, so for $D=1$ eV it would equal the thermal part at about 60 M$\Omega$, with $C$ and $T$ held fixed. The golden-rule rate falls by the same factor, so equilibration becomes slower. If the electrons are at 200 mK instead of 100 mK, the thermal part rises about a hundredfold, to 0.019, and exceeds the tunnelling part. Stray charges near the island shift the gate origin, so the half-integer point has to be located on the device itself. An aluminium island must be kept normal, for instance by a magnetic field, since superconducting pairing invalidates the smooth $F_{\rm int}(N)$ used in (a).

The slope relation in (d) assumed Gibbs weights for states of definite $N$. With tunnelling included, $N$ no longer commutes with the Hamiltonian, so the added variance cannot be read from the staircase slope by that formula. The slope follows from the same admixture. Near $n_g=0$ the states $N=\pm1$ cost $E_\pm=E_C(1\mp2n_g)$, so for $D\gg E_C$ and $T=0$, $\langle N\rangle=P(E_+)-P(E_-)=\alpha\ln[(1+2n_g)/(1-2n_g)]$. The cutoff drops out, and the plateau slope is $4\alpha=2.6\times10^{-3}$, far below $2a\times0.011=0.2$. At 100 mK this is comparable to, and slightly smaller than, the thermal slope $3.4\times10^{-3}$. In the measured staircase of this box, tunnelling and temperature therefore matter about equally.

## Values computed for the example and the checks

```
Total capacitance: 1.00 fF
Temperature: 100 mK
Charging energy E_C: 80.11 ueV
E_C / k_B: 0.9296 K
k_B T: 8.617 ueV
a = E_C/(k_B T): 9.296 (no unit)
Var N, integer gate, full sum: 1.8350e-04 (no unit)
Var N, integer gate, 2exp(-a): 1.8354e-04 (no unit)
Var N, half-integer gate, full sum: 0.250000017 (no unit)
Excess over 1/4, full sum: 1.684e-08 (no unit)
Excess over 1/4, 2exp(-2a): 1.684e-08 (no unit)
Staircase slope, half-integer: 4.648 (no unit)
Staircase slope, integer: 3.412e-03 (no unit)
Var N against T (no unit): integer, half-integer
  T = 50 mK: 1.684e-08, 0.250000
  T = 100 mK: 1.835e-04, 0.250000
  T = 200 mK: 1.880e-02, 0.250184
  T = 500 mK: 2.409e-01, 0.297474
Gate offset from half-integer: 0.010 (units of e)
k_B T/E_C: 0.1076 (no unit)
  Var N with offset, T = 100 mK: 0.2479 (no unit)
  Var N with offset, T = 20 mK: 0.2029 (no unit)
  Var N with offset, T = 5 mK: 0.0231 (no unit)
Model levels, k_B T = 5 d: Var N = 0.24984 (no unit)
Model levels, k_B T = d/50: Var N = 0.22222 (no unit)
Island size: 1000 x 100 x 30 nm
Electron density: 1.0e+29 m^-3
Free-electron Fermi energy: 7.86 eV
Mean level spacing d: 34.9 neV
d/(k_B T): 4.05e-03 (no unit)
Change of a by levels, d/(4 k_B T): 1.01e-03 (no unit)
Junction resistance: 1.00 Mohm
R_K = h/e^2: 25.813 kohm
Tunnelling strength alpha: 6.538e-04 (no unit)
Added Var N by tunnelling, D = 1 eV (no unit):
  integer 0.0110, half-integer 0.0101
  integer, ratio to thermal variance: 60.1
Added Var N by tunnelling, D = 10 eV (no unit):
  integer 0.0140, half-integer 0.0131
  integer, ratio to thermal variance: 76.5
Small-system test, integer: diagonalized 2.6735e-05, second order 2.6736e-05
Small-system test, half: excess 6.5486e-06, second order 6.5508e-06
```
